Force-constant matrices of diamond for first and second neighbours

**The problem**

In the diamond structure, with cubic lattice constant a, the A atoms occupy an fcc lattice with one atom at the origin. The B atoms occupy the same lattice shifted by (a/4)(1,1,1). The four nearest neighbours of the A atom at the origin lie at

(a/4)(1,1,1), (a/4)(1,−1,−1), (a/4)(−1,1,−1), (a/4)(−1,−1,1).

The bonds of a B atom point in the opposite directions. All atoms are identical. Let V be the potential energy as a smooth function of the displacements u from equilibrium. The force-constant matrix of a pair of atoms P, Q is

Φ_ij(P,Q) = ∂²V/∂u_i(P)∂u_j(Q), with i, j = x, y, z, taken at u = 0.

To first order in the displacement, the force on P when Q alone moves is therefore F(P) = −Φ(P,Q)u(Q).

(a) Find the most general Φ for the A atom at the origin and its neighbour at (a/4)(1,1,1).

(b) Do the same for the origin and the second neighbour at v = (a/2)(1,1,0). Is the matrix symmetric? What changes if the pair starts from a B atom?

(c) A model crystal has the energy ½k_r(Δr)² for each bond and ½k_θ r₀²(Δθ)² for each angle between two bonds at an atom, where r₀ is the bond length. Take k_r = 300 N/m and k_θ = 30 N/m, round values not fitted to diamond. Find both matrices and, for the mass of carbon-12, the optical frequency at zero wavevector.

**Hints**

1. A symmetry operation moves a pair of atoms and rotates their displacements. What does this do to Φ?
2. Some operations leave both atoms in place; others exchange them. Exchanging P and Q transposes Φ.
3. A rotation about an atom may preserve the fcc lattice and still turn the bonds of an A atom into those of a B atom. Look at the product of the three signs in a bond direction.
4. In (c), every Δr and Δθ vanishes at equilibrium. The second derivative of ½kX² is then k times a product of two first derivatives of X.

**Solution**

*The two rules.* Let g be a symmetry operation of the crystal with rotation part R. It carries the displacement u(P) to Ru(P) on the atom gP, and V is unchanged. Comparing the coefficients of u(P) and u(Q) in the quadratic part of V gives Φ(P,Q) = RᵀΦ(gP,gQ)R, or

Φ(gP,gQ) = RΦ(P,Q)Rᵀ. (1)

Since the order of differentiation does not matter,

Φ(Q,P) = Φ(P,Q)ᵀ. (2)

An operation that fixes both atoms thus demands RΦRᵀ = Φ. One that exchanges them demands RΦRᵀ = Φᵀ.

*The operations.* The rotation parts must preserve the cubic lattice, so each one permutes x, y, z and possibly changes some signs. There are 6 × 8 = 48 of them. The bond directions of an A atom have sign product +1, those of a B atom −1. An even number of sign changes therefore keeps each sublattice, and an odd number exchanges the two. All 48 occur: the even ones as operations about an A atom, the odd ones as these combined with inversion about a bond centre.

*(a) Nearest neighbours.* A rotation part that leaves (1,1,1) unchanged can have no sign changes, so the fixing operations are the six permutations of x, y, z. They carry any diagonal element into any other, and any off-diagonal element into any other. Hence

Φ =
[ α β β ]
[ β α β ]
[ β β α ]. (3)

The exchanging operations are the same permutations combined with inversion about the bond centre. The inversion has R = −1, and its two minus signs cancel in RΦRᵀ. These operations demand Φ = Φᵀ, which (3) already satisfies. Two parameters remain.

They have a direct meaning. Acting on a displacement along the bond, (1,1,1), the matrix gives α + 2β; acting on one across it, such as (1,−1,0), it gives α − β. The pair couples displacements along the bond with stiffness −(α + 2β) and those across it with stiffness −(α − β).

*(b) Second neighbours.* Both atoms are now on sublattice A, so an even number of sign changes is required. To leave (1,1,0) unchanged, x and y may be swapped but not change sign; z must then keep its sign too. The fixing operations are the identity and the mirror x↔y. The mirror requires

Φ_xx = Φ_yy = μ, Φ_xy = Φ_yx = ν,
Φ_xz = Φ_yz = δ, Φ_zx = Φ_zy = ε,

and leaves Φ_zz = λ free. At this point there are five parameters.

Next consider the twofold rotation (x,y,z) → (−x,−y,z), followed by the lattice translation v. It takes the origin to v and v to the origin. In RΦRᵀ an element changes sign if exactly one of its indices is z, so the condition RΦRᵀ = Φᵀ reads

[ μ ν −δ ]   [ μ ν ε ]
[ ν μ −δ ] = [ ν μ ε ]
[ −ε −ε λ ]   [ δ δ λ ].

The last column gives ε = −δ, and the last row gives the same condition. The one other exchanging operation is this rotation combined with the mirror x↔y, which already leaves Φ unchanged, so it adds nothing. The result is

Φ =
[ μ ν δ ]
[ ν μ δ ]
[ −δ −δ λ ]. (4)

There are four parameters. The matrix as a whole is neither symmetric nor antisymmetric: δ enters antisymmetrically, the other three symmetrically. If the atom at v moves by a small distance s along z, the atom at the origin feels the x-force −δs. If the atom at v moves by s along x, the atom at the origin feels the z-force +δs.

The geometry shows why this is possible. The two atoms share one neighbour, the B atom at (a/4)(1,1,1), which lies above the line joining them. Up and down along z are therefore not equivalent for this pair.

For a pair starting from a B atom, use inversion about the centre of the bond from the origin to b = (a/4)(1,1,1). It takes the pair (0, v) to (b, b−v), and R = −1 leaves the matrix unchanged. Translation by v turns this pair into (b+v, b). Exchanging its members with (2) gives

Φ(b, b+v) = Φ(0, v)ᵀ. (5)

So δ changes sign on sublattice B, where the shared neighbour lies below the line.

These counts apply to one pair at a time, in an undistorted crystal. A strain or an applied field that removes some of the operations can release further parameters. Conditions linking different pairs, such as the absence of forces in a uniform translation, are separate.

*(c) The second-neighbour matrix of the model.* The atoms at 0 and v are not bonded to each other, and they share one neighbour, b. A single angle therefore contributes, with its apex at b. The unit vectors from b to the two atoms are

n₁ = (−1,−1,−1)/√3, n₂ = (1,1,−1)/√3.

Hence cos θ = n₁·n₂ = −1/3 and sin θ = 2√2/3. If the first atom moves by u, n₁ changes by [u − n₁(n₁·u)]/r₀. The change of cos θ is then (n₂ − cos θ n₁)·u/r₀, which also equals −sin θ Δθ. Thus r₀Δθ = g₁·u with

g₁ = −(n₂ + n₁/3)/sin θ = −(1,1,−2)/√6.

In the same way, the second atom has

g₂ = −(n₁ + n₂/3)/sin θ = (1,1,2)/√6.

By hint 4,

Φ = k_θ g₁g₂ᵀ = −(k_θ/6) ×
[ 1 1 2 ]
[ 1 1 2 ]
[ −2 −2 −4 ].

This has the form (4), with

μ = ν = −k_θ/6 = −5 N/m,
δ = −k_θ/3 = −10 N/m,
λ = 2k_θ/3 = 20 N/m.

Angle forces thus produce δ. A central force between the two atoms cannot: its energy depends on u(Q) − u(P) alone, so its Φ is minus a matrix of second derivatives with respect to one vector. That matrix is symmetric, which requires δ = −δ = 0.

*The nearest-neighbour matrix of the model.* Let n = (1,1,1)/√3 be the direction of the bond from A to B. To first order Δr = n·(u_B − u_A), so stretching contributes −k_r nnᵀ.

Three angles have their apex at B and one end at A; call the other end A′. A uniform shift does not change an angle, so

r₀Δθ = g_A·u_A + g_A′·u_A′ − (g_A + g_A′)·u_B.

The three angles together contribute −k_θS, where S = Σ g_A(g_A + g_A′)ᵀ. The six permutations fix the bond and rearrange the three angles, so S has the form (3). Each g_A is perpendicular to n, so nᵀS = 0. A matrix of the form (3) with this property is c(1 − nnᵀ), whose trace is 2c. The vectors found above give g_A·g_A = 1 and g_A·g_A′ = −(1+1−4)/6 = 1/3, so the trace is 3(1 + 1/3) = 4 and c = 2.

The three angles with apex at A give Sᵀ in place of S, by inversion about the bond centre, and Sᵀ = S. In total

Φ = −k_r nnᵀ − 4k_θ(1 − nnᵀ).

Every element of nnᵀ is 1/3. Therefore

α = −(k_r + 8k_θ)/3 = −(300 + 240)/3 = −180 N/m,
β = −(k_r − 4k_θ)/3 = −(300 − 120)/3 = −60 N/m.

The stiffness along the bond is −(α + 2β) = 300 N/m, which is k_r. Across the bond it is −(α − β) = 120 N/m, which is 4k_θ.

*The optical frequency.* At zero wavevector, let every A atom move by u and every B atom by −u. The force on an A atom is

F = −Σ_A Φu + Σ_B Φu,

where the sums run over all atoms of each sublattice, the atom itself included in the first. A uniform translation produces no force, so Σ_A Φ = −Σ_B Φ and F = 2Σ_B Φu.

In this model an A atom is coupled to four B atoms. By (1), a bond with direction signs s_x, s_y, s_z has diagonal elements α and off-diagonal elements s_i s_j β. For each pair i ≠ j the product s_i s_j is +1 for two bonds and −1 for the other two, so β cancels. What remains is Σ_B Φ = 4α times the unit matrix. Setting F = 8αu = −Mω²u gives

Mω² = −8α = 1440 N/m. (6)

Second neighbours drop out because they move together with the atom. Forces between more distant A and B atoms, absent here, would change (6). The mass of carbon-12 is 12 u = 1.993 × 10⁻²⁶ kg, so

f = (1/2π)√(1440 N/m / 1.993 × 10⁻²⁶ kg) = 42.8 THz,

or about 1430 cm⁻¹. This belongs to the chosen parameters and is not a prediction for diamond.

**Variation 1: the same pair in a simple fcc crystal**

*Remove the B atoms and suppose that the remaining fcc crystal is in equilibrium. What is Φ for the pair 0, v?*

All 48 rotation parts are now symmetries about an atom. The reflection z → −z fixes the pair and reverses every element with exactly one index z. Those elements must vanish, so δ = 0:

Φ =
[ μ ν 0 ]
[ ν μ 0 ]
[ 0 0 λ ].

The fixing operations are now built from x↔y and z → −z, and the exchanging ones are these combined with inversion about the midpoint. The matrix satisfies them all, so three parameters remain. In diamond, both z → −z and inversion have an odd number of sign changes and exchange the sublattices. They cannot map this pair onto itself, and δ survives.

**Variation 2: where δ affects the vibrations**

*For waves of wavevector q, along which of the directions [100], [111] and [110] does δ enter?*

Let the displacements vary as exp(iq·r), with r the equilibrium position. The amplitudes on the two sublattices then obey a 6×6 eigenvalue problem with eigenvalue Mω². Its block for sublattice A is D_ij = Σ Φ_ij(0,r) exp(iq·r), summed over the A atoms. Write w = qa/2.

Applying the twofold rotations about x, y and z to (4) gives, for the neighbours (a/2)(s_x,s_y,0),

Φ_xz = s_y δ, Φ_zy = −s_x δ.

Summing the first over the four signs contributes 4iδ cos w_x sin w_y to D_xz. The cyclic permutation x→y→z→x turns the second into Φ_xz = −s_y δ for the neighbours (a/2)(0,s_y,s_z), which contribute −4iδ cos w_z sin w_y. The neighbours in the xz plane contribute ν but not δ. The δ part is therefore

D_xz: 4iδ sin w_y (cos w_x − cos w_z), (7)

with D_yx and D_zy following by cyclic permutation. On sublattice B the sign is reversed.

Along [111] the cosines are equal and (7) vanishes, as do its partners. Along [100], w_y = w_z = 0, so in each of the three expressions either the sine or the difference of cosines is zero. Second-neighbour δ is invisible in both directions. Along [110], w = (w,w,0) gives 4iδ sin w (cos w − 1), which is in general not zero.

At q = (2π/a)(½,½,0), where w = π/2, numerical diagonalization for the model of part (c) gives these values of Mω² in N/m:

with δ: 180, 300, 382, 960, 1118, 1140
with δ set to zero: 180, 277, 414, 983, 1086, 1140

The largest change is about 32 N/m. Two values do not move. The mirror x↔y preserves this q and separates the two modes with displacements along (1,−1,0) from the other four. On such a displacement δ would act through D_zx − D_zy, and the δ parts of these two elements are equal here.

Setting δ to zero is a mathematical switch: in the model μ, ν, λ and δ all come from the same k_θ, so no choice of parameters removes δ alone.
